# The 2n+1 and 2n+2 Rules and Coupled-Cluster Energy Derivatives: test program

```python
"""
Result under test: for the coupled-cluster Lagrangian
    L(F,t,lam) = <Lam| exp(-T) H(F) exp(T) |0>,  <Lam| = <0| + sum lam_mu <mu|,
amplitudes t kept through order n and multipliers lam through order m give the
energy through order min(2n+1, n+m+1) in the field F (m = -1: no multipliers).
Energy derivatives through third order then need only t, lam and their first
derivatives.  System: H2O, CCSD/STO-3G, all electrons correlated, fixed
zero-field Hartree-Fock orbitals, H(F) = H0 - mu.F, atomic units.
Reference data: nonlinear CCSD solutions at complex fields on a circle, whose
Fourier sums are Taylor coefficients.  Energies are relative to Hartree-Fock.
"""
from itertools import combinations, product
from math import comb
import numpy as np
from scipy import constants
from pyscf import gto, scf, ao2mo, cc

# ---------- molecule and integrals ----------
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
y_h, z_h = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y_h, z_h)], ["H", (0, -y_h, z_h)]],
            basis="sto-3g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
C = mf.mo_coeff
norb, nocc = C.shape[1], mol.nelectron // 2
h_mo = C.T @ mf.get_hcore() @ C
eri = ao2mo.restore(1, ao2mo.full(mol, C), norb)
r_mo = np.array([C.T @ r @ C for r in mol.intor("int1e_r")])
nuclear_dipole = mol.atom_charges() @ mol.atom_coords()

# ---------- operators as matrices in the determinant space ----------
strings = list(combinations(range(norb), nocc))
position = {s: k for k, s in enumerate(strings)}
ns = len(strings)
dim = ns * ns
one = np.eye(ns)


def hop(p, q):
    """Matrix of a+_p a_q on the occupation strings of one spin."""
    M = np.zeros((ns, ns))
    for col, occ in enumerate(strings):
        if q in occ and (p == q or p not in occ):
            rest = [o for o in occ if o != q]
            sign = (-1) ** (occ.index(q) + sum(o < p for o in rest))
            M[position[tuple(sorted(rest + [p]))], col] = sign
    return M


E = np.zeros((norb, norb, dim, dim))
for p, q in product(range(norb), repeat=2):
    E[p, q] = np.kron(hop(p, q), one) + np.kron(one, hop(p, q))
H0 = np.tensordot(h_mo - 0.5 * np.einsum("pqqs->ps", eri), E, 2)
for p, q in product(range(norb), repeat=2):
    H0 += 0.5 * E[p, q] @ np.tensordot(eri[p, q], E, 2)
H0 += (mol.energy_nuc() - mf.e_tot) * np.eye(dim)
V = [np.tensordot(r_mo[k], E, 2) - nuclear_dipole[k] * np.eye(dim) for k in range(3)]
del E
assert abs(H0[0, 0]) < 1e-9          # reference expectation value is E(HF)

virt = range(nocc, norb)
singles = [hop(a, i) for a in virt for i in range(nocc)]
doubles = [hop(a, i) @ hop(b, j) for a, b in combinations(virt, 2)
           for i, j in combinations(range(nocc), 2)]
pairs = [(s, one) for s in singles + doubles] + [(one, s) for s in singles + doubles]
pairs += [(s, u) for s in singles for u in singles]
nex = len(pairs)
K = np.zeros((dim, nex))             # columns are the excited determinants
pieces = []
for nu, (left, right) in enumerate(pairs):
    tau = np.kron(left, right)
    K[:, nu] = tau[:, 0]
    i, j = np.nonzero(tau)
    pieces.append((i, j, tau[i, j], np.full(len(i), nu)))
rows, cols, vals, nus = [np.concatenate(a) for a in zip(*pieces)]
assert np.allclose(K.T @ K, np.eye(nex))
ref = np.zeros(dim)
ref[0] = 1.0
X = np.column_stack([ref, K])


def cluster(t):
    T = np.zeros((dim, dim), dtype=t.dtype)
    T[rows, cols] = vals * t[nus]
    return T


def exp_on(T, v):
    """exp(T) v; the series ends because only four electrons can be excited."""
    total = term = v
    for k in range(1, 5):
        term = T @ term / k
        total = total + term
    return total


def dressed(H, t, v):
    T = cluster(t)
    return exp_on(-T, H @ exp_on(T, v))


def commutator_columns(BX):
    """Columns [B, tau_nu]|0> from B applied to |0> and the excited determinants."""
    shifted = np.zeros((dim, nex), dtype=BX.dtype)
    shifted[rows, nus] = vals * BX[cols, 0]
    return BX[:, 1:] - shifted


def eta_and_jacobian(H, t):
    columns = commutator_columns(dressed(H, t, X))
    return columns[0], K.T @ columns


def solve_amplitudes(H, t, inverse):
    for _ in range(200):
        step = inverse @ (K.T @ dressed(H, t, ref))
        t = t - step
        if np.linalg.norm(step) < 3e-13:
            return t
    raise RuntimeError("CCSD iteration did not converge")


def nested(op, clusters, v):
    """[...[[op, T1], T2]..., Tk] applied to v."""
    if not clusters:
        return op @ v
    last, rest = clusters[-1], clusters[:-1]
    return nested(op, rest, last @ v) - last @ nested(op, rest, v)


# ---------- zero field and first-order response ----------
start = np.zeros(nex)
t0 = solve_amplitudes(H0, start, np.linalg.inv(eta_and_jacobian(H0, start)[1]))
eta, A = eta_and_jacobian(H0, t0)
A_inverse = np.linalg.inv(A)
lam0 = np.linalg.solve(A.T, -eta)
Lam = ref + K @ lam0
e_corr = dressed(H0, t0, ref)[0]
Hbar = dressed(H0, t0, np.eye(dim))
Vbar = [dressed(v, t0, np.eye(dim)) for v in V]
t1, lam1, T1, Lam1 = [], [], [], []
for v in Vbar:
    t1.append(np.linalg.solve(A, -K.T @ v[:, 0]))
    T1.append(cluster(t1[-1]))
    BX = v @ X + nested(Hbar, [T1[-1]], X)
    lam1.append(np.linalg.solve(A.T, -(Lam @ commutator_columns(BX))))
    Lam1.append(K @ lam1[-1])


def pair_ket(x, y):
    return (nested(Vbar[x], [T1[y]], ref) + nested(Vbar[y], [T1[x]], ref)
            + nested(Hbar, [T1[x], T1[y]], ref))


def third_parts(x, y, z):
    zero_part = Lam @ nested(Hbar, [T1[x], T1[y], T1[z]], ref)
    response_part = 0.0
    for a, b, c in ((x, y, z), (y, z, x), (z, x, y)):
        zero_part += Lam @ nested(Vbar[a], [T1[b], T1[c]], ref)
        response_part += Lam1[a] @ pair_ket(b, c)
    return zero_part, response_part


first = np.array([Lam @ v[:, 0] for v in Vbar])
second = np.array([[Lam @ pair_ket(x, y) for y in range(3)] for x in range(3)])
third = np.array([sum(third_parts(*k)) for k in product(range(3), repeat=3)])
third = third.reshape(3, 3, 3)
unsymmetric = np.array([[Lam @ nested(Vbar[x], [T1[y]], ref) + Lam1[y] @ Vbar[x][:, 0]
                         for y in range(3)] for x in range(3)])
assert np.allclose(second, unsymmetric, atol=1e-9)

# ---------- separate CCSD code: energy and unrelaxed dipole ----------
other = cc.CCSD(mf)
other.conv_tol, other.conv_tol_normt, other.max_cycle = 1e-11, 1e-9, 100
other.kernel()
other.solve_lambda()
other_first = np.einsum("xpq,qp->x", r_mo, other.make_rdm1()) - nuclear_dipole
assert abs(other.e_corr - e_corr) < 1e-8
assert np.allclose(other_first, first, atol=1e-6)

# ---------- nonlinear solutions on a circle of complex fields ----------
radius, npts = 0.04, 16
phases = np.exp(2j * np.pi * np.arange(npts // 2 + 1) / npts)


def taylor(values):
    """Taylor coefficients times radius**k; the other half circle is conjugate."""
    return np.fft.hfft(np.array(values), npts, axis=0) / npts


def circle(direction):
    field = sum(a * v for a, v in zip(direction, V))
    hams = [H0 + radius * ph * field for ph in phases]
    amps = [solve_amplitudes(H, t0.astype(complex), A_inverse) for H in hams]
    return hams, amps, taylor([dressed(H, t, ref)[0] for H, t in zip(hams, amps)])


circle_third = {}
for direction in ((0, 0, 1), (1, 0, 1), (0, 1, 1)):
    hams, amps, energy = circle(direction)
    d = np.array(direction, dtype=float)
    d1, d2, d3 = energy[1] / radius, 2 * energy[2] / radius**2, 6 * energy[3] / radius**3
    circle_third[direction] = d3
    assert abs(d1 - first @ d) < 1e-9
    assert abs(d2 - d @ second @ d) < 1e-7
    assert abs(d3 - np.einsum("ijk,i,j,k", third, d, d, d)) < 1e-6
    if direction == (0, 0, 1):
        z_hams, z_amps, z_energy = hams, amps, energy

z_mults = []
for H, t in zip(z_hams, z_amps):
    eta_f, A_f = eta_and_jacobian(H, t)
    z_mults.append(np.linalg.solve(A_f.T, -eta_f))
tk, lk = taylor(z_amps), taylor(z_mults)
assert np.allclose(tk[1] / radius, t1[2], atol=1e-8)
assert np.allclose(lk[1] / radius, lam1[2], atol=1e-8)

# ---------- truncated Lagrangian: order of validity and leading error ----------
table = []
for n, m in ((0, 0), (1, 0), (1, 1), (1, 2), (2, 0), (2, 1), (2, 2), (3, -1)):
    values = []
    for H, ph in zip(z_hams, phases):
        t_cut = sum(tk[k] * ph**k for k in range(n + 1)) + 0j
        l_cut = sum((lk[k] * ph**k for k in range(m + 1)), np.zeros(nex)) + 0j
        values.append((ref + K @ l_cut) @ dressed(H, t_cut, ref))
    error = taylor(values) - z_energy
    failing = int(np.argmax(np.abs(error) > 1e-11))
    assert failing == min(2 * n + 2, n + m + 2)
    assert np.max(np.abs(error[:failing])) < 1e-12
    T_next = cluster(tk[n + 1])
    leading = 0.0
    if m >= n:
        leading += 0.5 * Lam @ nested(Hbar, [T_next, T_next], ref)
    if m <= n:
        leading += lk[m + 1] @ A @ tk[n + 1]
    assert abs(error[failing] - leading) < 1e-12
    table.append((n, m, failing - 1, error[failing] / radius**failing))


def solves(N, n, m):
    """Linear systems for N fields: amplitudes of order 1..n, multipliers 0..m."""
    return (sum(comb(N + k - 1, k) for k in range(1, n + 1))
            + sum(comb(N + k - 1, k) for k in range(m + 1)))


# ---------- output ----------
print(f"O-H distance {bond:.2f} angstrom, H-O-H angle {angle:.1f} degree")
print("axes: z = twofold axis (O towards H side), y in plane, x out of plane")
print(f"determinants {dim}, CCSD amplitudes {nex}")
print(f"Hartree-Fock energy       {mf.e_tot:.8f} hartree")
print(f"CCSD correlation energy   {e_corr:.8f} hartree")
print(f"smallest |eigenvalue| of A {np.min(np.abs(np.linalg.eigvals(A))):.5f} hartree")
print(f"norms of t0, lam0         {np.linalg.norm(t0):.5f} {np.linalg.norm(lam0):.5f}")
print(f"norms of t^z, lam^z       {np.linalg.norm(t1[2]):.5f} "
      f"{np.linalg.norm(lam1[2]):.5f} a.u.")
print("energy derivatives along z, a.u.: formula | circle")
print(f"  E^z    {first[2]:.7f} | {z_energy[1] / radius:.7f}")
print(f"  E^zz   {second[2, 2]:.7f} | {2 * z_energy[2] / radius**2:.7f}")
print(f"  E^zzz  {third[2, 2, 2]:.6f} | {circle_third[(0, 0, 1)]:.6f}")
part_v = 2 * Lam @ nested(Vbar[2], [T1[2]], ref)
part_h = Lam @ nested(Hbar, [T1[2], T1[2]], ref)
print(f"E^zz parts: 2<Lam|[V,T^z]|0> {part_v:.7f}, "
      f"<Lam|[[H,T^z],T^z]|0> {part_h:.7f} a.u.")
part_0, part_1 = third_parts(2, 2, 2)
print(f"E^zzz parts: with Lam {part_0:.6f}, with Lam^z {part_1:.6f} a.u.")
print("third derivative along unnormalized directions, a.u.: formula | circle")
for name, direction in (("x+z", (1, 0, 1)), ("y+z", (0, 1, 1))):
    value = np.einsum("ijk,i,j,k", third, direction, direction, direction)
    print(f"  {name}  {value:.6f} | {circle_third[direction]:.6f}")
print(f"dipole mu_z = -E^z        {-first[2]:.6f} e*a0")
print(f"same from PySCF density   {-other_first[2]:.6f} e*a0")
print("polarizability xx, yy, zz "
      + " ".join(f"{-second[k, k]:.5f}" for k in range(3)) + " a.u.")
print(f"hyperpolarizability zzz, xxz, yyz {-third[2, 2, 2]:.5f} "
      f"{-third[0, 0, 2]:.5f} {-third[1, 1, 2]:.5f} a.u.")
a0 = constants.physical_constants["Bohr radius"][0]
hartree = constants.physical_constants["Hartree energy"][0]
beta_si = -third[2, 2, 2] * (constants.e * a0) ** 3 / hartree**2
print(f"hyperpolarizability zzz   {beta_si:.4e} C^3 m^3 J^-2")
print(f"circle radius {radius:.2f} a.u. of field, {npts} points")
print("t order n, lam order m, energy correct through, next-order error (a.u.)")
for n, m, good, coefficient in table:
    print(f"  {n:2d} {m:2d} {good:2d}  {coefficient:.5f}")
print("linear solves through third order, N fields: (1,1) (2,0) (3,-1)")
for N in (1, 2, 3):
    print(f"  N={N}: {solves(N, 1, 1)} {solves(N, 2, 0)} {solves(N, 3, -1)}")
print("every check passed")
```

Running it gives:

```
O-H distance 0.96 angstrom, H-O-H angle 104.5 degree
axes: z = twofold axis (O towards H side), y in plane, x out of plane
determinants 441, CCSD amplitudes 140
Hartree-Fock energy       -74.96331905 hartree
CCSD correlation energy   -0.04971798 hartree
smallest |eigenvalue| of A 0.39460 hartree
norms of t0, lam0         0.16476 0.16210
norms of t^z, lam^z       1.10771 0.97478 a.u.
energy derivatives along z, a.u.: formula | circle
  E^z    -0.6333524 | -0.6333524
  E^zz   -2.1255071 | -2.1255071
  E^zzz  3.553010 | 3.553010
E^zz parts: 2<Lam|[V,T^z]|0> -2.3923962, <Lam|[[H,T^z],T^z]|0> 0.2668891 a.u.
E^zzz parts: with Lam -0.173477, with Lam^z 3.726487 a.u.
third derivative along unnormalized directions, a.u.: formula | circle
  x+z  3.275230 | 3.275230
  y+z  19.155518 | 19.155518
dipole mu_z = -E^z        0.633352 e*a0
same from PySCF density   0.633352 e*a0
polarizability xx, yy, zz 0.04883 4.95229 2.12551 a.u.
hyperpolarizability zzz, xxz, yyz -3.55301 0.09259 -5.20084 a.u.
hyperpolarizability zzz   -1.1392e-52 C^3 m^3 J^-2
circle radius 0.04 a.u. of field, 16 points
t order n, lam order m, energy correct through, next-order error (a.u.)
   0  0  1  1.06275
   1  0  2  -0.62108
   1  1  3  0.91843
   1  2  3  0.01512
   2  0  3  0.68487
   2  1  4  -1.14483
   2  2  5  0.80700
   3 -1  3  0.02810
linear solves through third order, N fields: (1,1) (2,0) (3,-1)
  N=1: 3 3 3
  N=2: 5 6 9
  N=3: 7 10 19
every check passed
```
